# One-phonon relaxation of a biased hydrogen tunnelling pair, part 2

A hydrogen atom tunnels between two neighbouring crystal sites, $R$ and $L$, and relaxes by exchanging one phonon with the lattice. The relaxation rate $\Gamma$ found earlier is now evaluated for niobium, and the limits of the model are examined. Formulas are in SI units; energies are also quoted in meV or eV.

The pair has

$$H_0=\tfrac12(\varepsilon\sigma_z+\Delta\sigma_x),$$

with $\sigma_z=+1$ on $|R\rangle$ and $-1$ on $|L\rangle$, bias $\varepsilon$, tunnel splitting $\Delta$ and level spacing $E=\sqrt{\varepsilon^2+\Delta^2}$. With $\cos\theta=\varepsilon/E$ and $\sin\theta=\Delta/E$, the upper and lower states are

$$|e\rangle=\cos\tfrac\theta2|R\rangle+\sin\tfrac\theta2|L\rangle,\qquad |g\rangle=-\sin\tfrac\theta2|R\rangle+\cos\tfrac\theta2|L\rangle.$$

Hence $\langle g|\sigma_z|e\rangle=-\Delta/E$.

Strain $e_{ij}$ changes each site energy by $-P_{ij}e_{ij}$, where $P$ is the site's elastic dipole. It changes the bias by $X=D_{ij}e_{ij}$, with $D_{ij}=P^L_{ij}-P^R_{ij}$, and enters as $\frac12\sigma_zX$.

A phonon has wave vector $\mathbf q=q\mathbf n$, polarization $\mathbf e_s$, speed $v_s$ and frequency $\omega$. In terms of phonon operators, $X=\sum_{\mathbf q s}i\,c_{\mathbf q s}(a-a^\dagger)$. The squared couplings $c^2$ per unit frequency are $J=\hbar^2g\omega^3$, with $g=S/(4\pi^2\rho\hbar)$ and density $\rho$. At temperature $T$ the downward rate is

$$W_\downarrow=\frac{2\pi}{\hbar^2}\,\frac{\Delta^2}{4E^2}\,J(E/\hbar)(N+1),\qquad N=\frac1{e^{E/k_BT}-1}.$$

Adding the upward rate gives

$$\Gamma=\frac{\Delta^2E\,S}{8\pi\rho\hbar^4}\coth\frac{E}{2k_BT},\qquad S=\sum_s\left\langle\frac{(\mathbf n\cdot D\cdot\mathbf e_s)^2}{v_s^5}\right\rangle ,$$

where the angular bracket averages over directions $\mathbf n$.

In an isotropic solid with longitudinal and transverse speeds $v_l$ and $v_t$, $S=A_l/v_l^5+A_t/v_t^5$, where

$$A_l=\langle(\mathbf n\cdot D\cdot\mathbf n)^2\rangle=\frac{(\operatorname{tr}D)^2+2\operatorname{tr}D^2}{15},$$

$$A_t=\frac{\operatorname{tr}D^2}{3}-A_l=\frac{3\operatorname{tr}D^2-(\operatorname{tr}D)^2}{15}.$$

The closing numerical list includes two earlier checks of the formula: a sum over discrete modes of a periodic box, and the dynamics of the pair with 500 oscillators, at zero temperature with $\hbar=1$ and at most one phonon.

### The niobium example

Consider hydrogen trapped beside an oxygen interstitial in superconducting niobium. The parameters are $\Delta=0.20$ meV, $\varepsilon=0.15$ meV and $T=1.5$ K, so $E=0.25$ meV. The deformation tensor is $D=D_0\,\mathrm{diag}(1,-1,0)$ with $D_0=0.30$ eV. It suits two sites exchanged by a mirror that swaps $x$ and $y$. A static strain difference $e_{xx}-e_{yy}=\varepsilon/D_0=5\times10^{-4}$ would produce the chosen bias.

Rough elastic constants are $C_{11}=250$, $C_{12}=130$ and $C_{44}=30$ GPa, and $\rho=8600$ kg/m³. For the isotropic estimate, averaging the stiffness over directions gives a shear modulus $(C_{11}-C_{12}+3C_{44})/5=42$ GPa. The bulk modulus is $(C_{11}+2C_{12})/3=170$ GPa. The speeds are

$$v_l=\sqrt{\frac{(170+\frac43\,42)\times10^9}{8600}}=5126\ \text{m/s},\qquad v_t=\sqrt{\frac{42\times10^9}{8600}}=2210\ \text{m/s}.$$

Here $\operatorname{tr}D=0$ and $\operatorname{tr}D^2=2D_0^2$, so $A_l=\frac4{15}D_0^2$ and $A_t=\frac25D_0^2$. The two parts of $S$ are $1.74\times10^{-58}$ and $1.753\times10^{-56}$ J² s⁵ m⁻⁵. Transverse phonons carry 99 percent of the rate, because $\frac32(v_l/v_t)^5$ is about 100.

With $\Delta=3.20\times10^{-23}$ J, $E=4.01\times10^{-23}$ J and $S=1.771\times10^{-56}$ J² s⁵ m⁻⁵,

$$\frac{\Delta^2ES}{8\pi\rho\hbar^4}=2.72\times10^7\ \text{s}^{-1}.$$

The thermal factor is 1.338, and therefore

$$\Gamma=3.6\times10^7\ \text{s}^{-1},\qquad 1/\Gamma=27\ \text{ns}.$$

The conditions can now be examined. The ratio $\hbar\Gamma/E$ is $1\times10^{-4}$, so the coupling is weak. The transverse wavelength at this energy is 37 nm, far longer than the site distance of 0.117 nm and the atomic spacing.

With all other parameters fixed, the phonon rate is $2.7\times10^7$ s⁻¹ at 0.02 K and $7.8\times10^7$ s⁻¹ at 4 K. The warm limit at 4 K would give $7.5\times10^7$ s⁻¹, so it is already close.

### Elastic anisotropy

For a cubic crystal, a plane wave in the elastic equation of motion gives

$$G\,\mathbf e=\rho v^2\mathbf e,$$
$$G_{ij}=(C_{12}+C_{44})n_in_j+\delta_{ij}\left[C_{44}+(C_{11}-C_{12}-2C_{44})n_i^2\right],$$

with no sum over $i$ in the last term. Solving this for each direction and averaging gives a rate of $2.6\times10^7$ s⁻¹, which is 0.70 times the isotropic estimate. Doubling the number of mesh points in each angle changes the average by a relative $4\times10^{-9}$. The rough elastic constants matter far more: the nearby sets $(253,133,31)$ and $(246,134,28.7)$ GPa give $2.5\times10^7$ and $3.0\times10^7$ s⁻¹, each 0.71 times its own isotropic estimate. The scaling with $\Delta$, $E$ and $T$ is untouched, because anisotropy enters through $S$.

The sign of the change can be understood from one wave. For $\mathbf n=(1,1,0)/\sqrt2$ and $\mathbf e=(1,-1,0)/\sqrt2$, the coupling $\mathbf n\cdot D\cdot\mathbf e$ has its largest possible value, $D_0$. This wave has $\rho v^2=(C_{11}-C_{12})/2=60$ GPa, hence $v=2640$ m/s. It is faster than the averaged transverse wave, and its factor $v^{-5}$ is 0.41 times that of the averaged wave. Other directions moderate the reduction. The sign depends on the orientation of $D$. If the tensor is turned by 45 degrees about $z$, it couples with full strength to the slow wave with $\mathbf n$ along $x$ and $\mathbf e$ along $y$, for which $\rho v^2=C_{44}$. The rate is then 1.65 times the isotropic estimate.

### Conduction electrons

Niobium is a metal, and electrons can also take up the energy. Let the pair scatter electrons through a contact coupling $\frac12\sigma_z(U/M)\sum c^\dagger_{k\alpha}c_{k'\alpha}$, summed over $k$, $k'$ and spin $\alpha$. Here $M$ is the number of unit cells and $N_F$ the density of states per cell and spin. Define $K=(N_FU)^2$ and assume $K\ll1$.

In a downward transition an electron is raised from energy $\xi$ to $\xi+E$. Write $f=f(\xi)$ and $f'=f(\xi+E)$ for the Fermi occupations. The golden rule, with a factor 2 for spin, gives

$$W_\downarrow=\frac{2\pi}{\hbar}\,\frac{\Delta^2}{4E^2}\,2K\int d\xi\,f(1-f').$$

The upward rate contains $f'(1-f)$. The ratio of the two products is $e^{E/k_BT}$ and their difference is $f-f'$. Their sum is therefore $(f-f')\coth(E/2k_BT)$. Since $\int(f-f')d\xi=E$,

$$\Gamma_{\rm el}=\frac{\pi K\Delta^2}{\hbar E}\coth\frac{E}{2k_BT}.$$

For a rough $K=0.05$ this is $5.1\times10^{10}$ s⁻¹ at 1.5 K, about 1400 times the phonon rate. The ratio $\hbar\Gamma_{\rm el}/E$ is about 0.13, so the golden rule gives only a rough value in the normal state. The margin is still large enough that phonon relaxation would be hidden in normal niobium.

Superconductivity changes this. An excitation now has energy $x=\sqrt{\xi^2+\mathcal G^2}$, where $\mathcal G$ is the gap. Expressed in quasiparticle operators, the density operator scatters an excitation with amplitude $uu'-vv'$. The weights satisfy $u^2=\frac12(1+\xi/x)$, $v^2=\frac12(1-\xi/x)$ and $uv=\mathcal G/2x$. Primes refer to the second excitation, with energy $x'=x+E$. Squaring gives

$$(uu'-vv')^2=\tfrac12\left(1+\frac{\xi\xi'}{xx'}-\frac{\mathcal G^2}{xx'}\right).$$

Summing over both signs of $\xi$ and of $\xi'$ removes the middle term and leaves $2(1-\mathcal G^2/xx')$. The change of variable from $\xi$ to $x$ supplies $x/\sqrt{x^2-\mathcal G^2}$, and likewise for $x'$. Division by the normal result gives the reduction factor

$$R=\frac2E\int_{\mathcal G}^\infty dx\,\frac{xx'-\mathcal G^2}{\sqrt{x^2-\mathcal G^2}\sqrt{x'^2-\mathcal G^2}}\,[f(x)-f(x')].$$

This holds for $E<2\mathcal G$, where the pair cannot create two excitations. With a rough gap of 1.5 meV the condition is met. The main suppression comes from the scarcity of excitations, of order $e^{-\mathcal G/k_BT}$.

With the gap held fixed, the electron rate is $1.4\times10^3$ s⁻¹ at 1 K, $6.5\times10^5$ at 1.5 K and $1.6\times10^7$ at 2 K. The last two are 2 and 36 percent of the isotropic phonon rate at the same temperature. Relative to the anisotropic rate, the share at 2 K is 51 percent. Phonons alone thus describe this example at 1.5 K and below, but no longer at 2 K. This rests on the chosen $D_0=0.30$ eV. At 1.5 K the two channels would be equal for $D_0=0.04$ eV, and for $D_0=0.05$ eV the phonon relaxation time would be about 1 µs.

### Two-phonon processes and the dressed splitting

Strain displaces the lattice oscillators in opposite directions for the two sites. By a choice of phase, write $X=\sum c(b+b^\dagger)$, and set $\alpha=c/\hbar\omega$ for each mode. The transformation $\exp[\sigma_z\sum\frac\alpha2(b^\dagger-b)]$ shifts $b$ by $-\sigma_z\alpha/2$ and removes the coupling. The tunnelling operator from left to right is then multiplied by $B=\exp[\sum\alpha(b^\dagger-b)]$.

The reverse operator, from right to left, carries $B^\dagger$. For $\varepsilon>0$ the right site is the upper one, so its decay involves $\langle B(t)B^\dagger(0)\rangle$. This equals $\langle B^\dagger(t)B(0)\rangle$, because the thermal average is unchanged when every $b$ changes sign. Let $\Delta_0$ be the undressed splitting. To second order in it, the rate from the upper to the lower site is

$$W=\frac{\Delta_0^2}{4\hbar^2}\int_{-\infty}^\infty dt\,e^{i\varepsilon t/\hbar}\langle B^\dagger(t)B(0)\rangle .$$

For thermal oscillators and operators $A$, $C$ linear in $b$ and $b^\dagger$, $\langle e^Ae^C\rangle=\exp\frac12\langle A^2+C^2+2AC\rangle$. This gives $\langle B^\dagger(t)B(0)\rangle=e^{\phi(t)-\phi(0)}$ with

$$\phi(t)=\int_0^{\omega_D}d\omega\,g\omega\left[(N+1)e^{-i\omega t}+Ne^{i\omega t}\right],$$

where $\omega_D$ is the highest phonon frequency. The constant factor is absorbed in $\Delta=\Delta_0e^{-\phi(0)/2}$, the dressed splitting used throughout.

Define $h(\omega)=\omega/(1-e^{-\hbar\omega/k_BT})$ for both signs of $\omega$. If $\omega_D$ is far above $k_BT/\hbar$ and $\varepsilon/\hbar$, it can be dropped from the rates. In the expansion $e^\phi=1+\phi+\frac12\phi^2+\dots$, the linear term gives $2\pi g\,h(\omega_0)$ with $\omega_0=\varepsilon/\hbar$. This is the earlier one-phonon result for $\Delta\ll\varepsilon$. The quadratic term gives a convolution, so

$$\frac{W_{2}}{W_{1}}=\frac{g}{2h(\omega_0)}\int_{-\infty}^\infty d\omega\,h(\omega)h(\omega_0-\omega).$$

In the example $\Delta$ is comparable with $\varepsilon$, so this is an order-of-magnitude estimate. Taking $\omega_0=E/\hbar$ gives $7\times10^{-5}$ at 1.5 K. This is on the high side: the two-phonon amplitude also contains the diagonal coupling, proportional to $\varepsilon/E$, whose square lowers the ratio to about $2.5\times10^{-5}$.

At low temperature $\phi(0)/2$ is close to $g\omega_D^2/4$. With linear dispersion and the long-wave coupling both extended, as a rough estimate, up to a Debye temperature of 275 K, it is 0.16, which alone would make the bare splitting about 17 percent larger than $\Delta$. This is not a reliable figure for the full dressing. At the Debye wave vector, $q$ times the site distance is about 1.7, so the long-wave coupling fails and the finite-separation term of the next section is no longer small. With the dipole of 3 eV used there, the exponent becomes about 0.2 for the same frequency cutoff and about 1.3 if all branches are cut at the Debye wave vector, which would make the bare splitting nearly four times $\Delta$. The rate formula is unaffected, because it contains the dressed splitting. The thermal part of $\phi(0)/2$ at 1.5 K is $3\times10^{-5}$, and $\Delta$ can be treated as constant there.

### Two smaller corrections

Strain can modulate $\Delta$. Let $\delta\Delta=\lambda\Delta e$ for a strain component $e$. From the states in the first half, $\langle g|\sigma_x|e\rangle=\cos\theta=\varepsilon/E$. The amplitude of this process relative to bias modulation by an equal strain is $\varepsilon\lambda/D_0$. An assumed $\lambda=10$ gives 0.005, which would change the rate by about 1 percent if the two amplitudes added in phase.

The sites also feel slightly different strains because they are a distance $d$ apart. Suppose each has an isotropic dipole $P$. The difference of the dilatations at $\pm\mathbf d/2$ brings a factor $2i\sin(\mathbf q\cdot\mathbf d/2)\simeq i\mathbf q\cdot\mathbf d$. Owing to the $i$, this adds to the direct coupling in the square, as $(P\mathbf q\cdot\mathbf d)^2$, with average $P^2q^2d^2/3$. For $P=3$ eV and $d=0.117$ nm the addition is $9\times10^{-5}$ of the isotropic rate. The separation also multiplies the direct coupling by $\cos(\mathbf q\cdot\mathbf d/2)$, which removes $4\times10^{-5}$, so the net change is about $5\times10^{-5}$. In the cubic crystal, where the nearly transverse waves carry some dilatation, the net change is about $3\times10^{-4}$ of the anisotropic rate. All of these are negligible at this energy.

### What the numbers mean for real niobium

A splitting of roughly 0.2 meV is typical of hydrogen trapped by oxygen in niobium. The elastic constants, density and gap are also rough values for that metal, while $D_0$ and $\varepsilon$ are model choices. The rate varies as $D_0^2$, so doubling $D_0$ would multiply it by four. The relaxation time should therefore be read as tens of nanoseconds for these choices. Real niobium breaks the assumption of elastic isotropy. For the chosen $D$ this lowers the rate by 30 percent relative to the isotropic estimate used here; had the isotropic solid been defined by averaging the compliance instead of the stiffness, the reduction would be 47 percent. At the 2 K typical of superconducting cavities it also breaks the assumption that phonons act alone: with the assumed $K=0.05$ and a gap of 1.5 meV, the electron channel adds about a third to the isotropic rate. That contribution is proportional to $K$, and changing the gap by only 0.05 meV alters it by roughly 30 percent. In circuits near 0.02 K that channel is frozen out if the excitations are in thermal equilibrium. Random strains give real pairs a spread of biases, so a sample would show a spread of relaxation rates. The spacing of 0.25 meV corresponds to 60 GHz, well above the few gigahertz at which many such circuits work; the calculated rate describes the relaxation of the pair, not the loss of a device. The remaining values are listed in the numerical output.

## Numbers as computed

```
tunnel splitting Delta = 0.200 meV
bias eps = 0.150 meV
level spacing E = 0.250 meV
temperature T = 1.50 K, kB T = 0.1293 meV
deformation potential D0 = 0.30 eV
strain difference giving this bias = 5.00e-04
density = 8600 kg/m3
C11, C12, C44 = 250, 130, 30 GPa
averaged shear and bulk moduli = 42.0, 170.0 GPa
longitudinal, transverse speed = 5126, 2210 m/s
transverse phonon wavelength at E = 36.6 nm
mixing element Delta/(2E), from diagonalization = 0.4000
S longitudinal = 1.7402e-58 J2 s5/m5
S transverse = 1.7533e-56 J2 s5/m5
transverse share of the rate = 99.02 percent
coth(E/2kBT) = 1.3380
isotropic phonon rate = 3.6448e+07 1/s
isotropic relaxation time = 27.44 ns
hbar Gamma / E = 9.60e-05
phonon rate at 0.02 K = 2.7241e+07 1/s
phonon rate at 1.00 K = 3.0410e+07 1/s
phonon rate at 2.00 K = 4.3925e+07 1/s
phonon rate at 4.00 K = 7.8383e+07 1/s
bias 0.00 meV: E = 0.2000 meV, rate at 1.5 K = 3.3577e+07 1/s
bias 0.15 meV: E = 0.2500 meV, rate at 1.5 K = 3.6448e+07 1/s
bias 0.45 meV: E = 0.4924 meV, rate at 1.5 K = 5.6090e+07 1/s
anisotropic phonon rate = 2.5510e+07 1/s
anisotropic / isotropic rate = 0.6999
relative mesh shift of anisotropic average = 3.9e-09
box mode sum / anisotropic formula = 1.0021
dynamics / formula, Delta=0.8, E=1.0 (dimensionless) = 0.9818
dynamics / formula, Delta=0.4, E=1.0 (dimensionless) = 0.9842
dynamics / formula, Delta=0.8, E=1.5 (dimensionless) = 0.9847
electron coupling K = 0.05, gap = 1.50 meV
normal-state electron rate at 1.5 K = 5.109e+10 1/s
superconducting electron rate at 1.0 K = 1.369e+03 1/s, over isotropic phonon rate = 0.0000
superconducting electron rate at 1.5 K = 6.503e+05 1/s, over isotropic phonon rate = 0.0178
superconducting electron rate at 2.0 K = 1.573e+07 1/s, over isotropic phonon rate = 0.3581
two-phonon / one-phonon rate, estimate = 6.9e-05
Debye temperature used for dressing = 275 K
zero-point reduction of ln Delta, estimate = 0.160
thermal reduction of ln Delta at 1.5 K = 3.1e-05
site distance = 0.117 nm, site dipole = 3.0 eV
finite-separation share of the rate = 9.2e-05
assumed |d ln Delta / d strain| = 10
amplitude ratio, Delta modulation to bias modulation = 0.0050
```
